# Coulomb Renormalization of the Rabi Energy in Hartree-Fock Bloch Equations: a program that tests the result

```python
"""Coulomb renormalization of the local Rabi energy in a two-band semiconductor.

Result under test (hbar = 1, Hartree-Fock):
    Omega_k = d_k E + sum_{q != k} V_{k-q} p_q
    i dp_k/dt = [e_c - e_v - sum V (f_e + f_h)] p_k - (1 - f_e - f_h) Omega_k
    df_e/dt = df_h/dt = 2 Im(conj(Omega_k) p_k)
p_k = <a+_vk a_ck>: interband polarization; f_e, f_h: electron, hole occupation;
d_k: dipole; E: field; V_q: Coulomb element; e_v includes full-band exchange.
For V = 0 each k is an independent two-level system with Omega_k = d_k E.
In the rotating frame the bare Rabi energy is d E0 / 2 times the envelope.
Internal units are atomic units; printed numbers carry their own units.
"""
import numpy as np
import scipy.sparse as sp
from scipy.constants import physical_constants, k as k_boltzmann, e as e_charge
from scipy.special import ellipkm1

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9
TIME_FS = physical_constants["atomic unit of time"][0] * 1e15
FIELD_MVCM = physical_constants["atomic unit of electric field"][0] * 1e-8


# ---------- exact commutators in a small Fock space ----------
def fock_space_test():
    """Largest Bloch-equation errors for an uncorrelated and a correlated state."""
    rng = np.random.default_rng(4)
    nk, modes = 4, 8
    lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    parity = sp.diags([1.0, -1.0])
    ann = []
    for m in range(modes):
        op = sp.identity(1)
        for j in range(modes):
            op = sp.kron(op, parity if j < m else lower if j == m
                         else sp.identity(2))
        ann.append(op.tocsr())
    cre = [a.T.tocsr() for a in ann]

    def mode(k, band):          # band 0: conduction, band 1: valence
        return 2 * (k % nk) + band

    coulomb = np.array([0.0, 0.7, 0.3, 0.7])
    e_c, e_v = rng.uniform(1, 2, nk), rng.uniform(-1, 0, nk)
    dipole = rng.normal(size=nk) + 1j * rng.normal(size=nk)
    field = 0.37
    ham = sp.csr_matrix((2**modes, 2**modes), dtype=complex)
    for k in range(nk):
        c, v = mode(k, 0), mode(k, 1)
        ham = ham + e_c[k] * cre[c] @ ann[c] + e_v[k] * cre[v] @ ann[v]
        ham = ham - field * (dipole[k] * cre[c] @ ann[v]
                             + np.conj(dipole[k]) * cre[v] @ ann[c])
        for k2 in range(nk):
            for q in range(1, nk):
                for b in range(2):
                    for b2 in range(2):
                        ham = ham + 0.5 * coulomb[q] * (
                            cre[mode(k + q, b)] @ cre[mode(k2 - q, b2)]
                            @ ann[mode(k2, b2)] @ ann[mode(k, b)])

    def uncorrelated_state():
        state = sp.identity(2**modes, dtype=complex, format="csr")
        for k in range(nk):
            raw = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
            unitary = np.linalg.qr(raw)[0]
            for j, occ in enumerate(rng.uniform(0.05, 0.95, 2)):
                b = sum(np.conj(unitary[s, j]) * ann[mode(k, s)] for s in range(2))
                number = b.conj().T @ b
                state = state @ (occ * number
                                 + (1 - occ) * (sp.identity(2**modes) - number))
        return state.toarray()

    def largest_error(state):
        def mean(op):
            return np.sum(state.T * op.toarray())

        def rate(op):
            return 1j * mean(ham @ op - op @ ham)

        cs, vs = [mode(k, 0) for k in range(nk)], [mode(k, 1) for k in range(nk)]
        p = np.array([mean(cre[v] @ ann[c]) for c, v in zip(cs, vs)])
        fe = np.array([mean(cre[c] @ ann[c]).real for c in cs])
        fh = np.array([1 - mean(cre[v] @ ann[v]).real for v in vs])
        vmat = np.array([[coulomb[(i - j) % nk] for j in range(nk)]
                         for i in range(nk)])
        omega = dipole * field + vmat @ p
        gap = e_c - (e_v - vmat.sum(axis=1)) - vmat @ (fe + fh)
        p_rate = -1j * (gap * p - (1 - fe - fh) * omega)
        f_rate = 2 * np.imag(np.conj(omega) * p)
        errors = []
        for k in range(nk):
            errors.append(abs(rate(cre[vs[k]] @ ann[cs[k]]) - p_rate[k]))
            errors.append(abs(rate(cre[cs[k]] @ ann[cs[k]]) - f_rate[k]))
            errors.append(abs(-rate(cre[vs[k]] @ ann[vs[k]]) - f_rate[k]))
        return max(errors)

    first, second = uncorrelated_state(), uncorrelated_state()
    return largest_error(first), largest_error(0.5 * (first + second))


error_uncorrelated, error_correlated = fock_space_test()
assert error_uncorrelated < 1e-10
assert error_correlated > 1e-3      # factorization is a real assumption


# ---------- rotating-frame Bloch equations, fourth-order Runge-Kutta ----------
def propagate(energy, exchange, bare, detuning, envelope, t0, t1, steps,
              state=None, decay=0.0, dress=1.0):
    """Return [p, f] and Omega at t1; dress = 0 drops Coulomb from Omega only."""
    exchange = exchange.astype(complex)
    y = np.zeros((len(energy), 2), complex) if state is None else state.copy()

    def local_rabi(t, y):
        return bare * envelope(t) + dress * (exchange @ y[:, 0])

    def slope(t, y):
        mean_field = exchange @ y
        p, f = y[:, 0], y[:, 1]
        omega = bare * envelope(t) + dress * mean_field[:, 0]
        out = np.empty_like(y)
        out[:, 0] = (-1j * ((energy - detuning - 2 * mean_field[:, 1]) * p
                            - (1 - 2 * f) * omega) - decay * p)
        out[:, 1] = 2 * np.imag(np.conj(omega) * p)
        return out

    h = (t1 - t0) / steps
    for n in range(steps):
        t = t0 + n * h
        s1 = slope(t, y)
        s2 = slope(t + h / 2, y + h / 2 * s1)
        s3 = slope(t + h / 2, y + h / 2 * s2)
        s4 = slope(t + h, y + h * s3)
        y = y + h / 6 * (s1 + 2 * s2 + 2 * s3 + s4)
    return y, local_rabi(t1, y)


# ---------- two-level limits on a ring of k points (dimensionless) ----------
def constant(t):
    return 1.0


ring_v = np.array([0.0, 0.5, 0.2, 0.1, 0.2, 0.5])
ring = np.array([[ring_v[(i - j) % 6] for j in range(6)] for i in range(6)])
row_sum = ring_v.sum()
spread = np.linspace(0.0, 1.0, 6)
flat = np.zeros(6)
rabi0, t_ring = 0.3, 4.0

free, _ = propagate(spread, 0 * ring, rabi0, 0.0, constant, 0, t_ring, 800)
general = np.sqrt(rabi0**2 + spread**2 / 4)
rabi_formula = (rabi0 / general * np.sin(general * t_ring))**2
assert np.allclose(free[:, 1].real, rabi_formula, atol=1e-8)

small = 1e-4
_, omega_small = propagate(spread, small * ring, rabi0, 0.0, constant,
                           0, t_ring, 800)
first_order = small * ring @ free[:, 0]
assert np.max(abs(omega_small - rabi0 - first_order)) < 0.01 * np.max(abs(first_order))

same, omega_same = propagate(flat, ring, rabi0, -row_sum, constant, 0, t_ring, 800)
assert np.allclose(same[:, 1].real, np.sin(rabi0 * t_ring)**2, atol=1e-7)
assert np.min(abs(omega_same - rabi0)) > 0.1      # Omega itself is renormalized
mixed, _ = propagate(spread, ring, rabi0, -row_sum, constant, 0, t_ring, 800)
assert np.max(abs(mixed[:, 1] - free[:, 1])) > 0.01   # dispersion breaks it

# ---------- quantum-well model: rough values of the GaAs regime ----------
m_e, m_h, permittivity = 0.067, 0.11, 12.9
gap_ev, dipole_nm, width_nm = 1.5, 0.5, 8.0
field_mvcm, fwhm_fs, t2_fs = 0.02, 200.0, 500.0
mass_z_heavy, mass_z_light = 0.34, 0.09
mu = m_e * m_h / (m_e + m_h)
radius = permittivity / mu                   # effective Bohr radius
rydberg = mu / (2 * permittivity**2)         # effective Rydberg energy


class Well:
    """Radial k cells; pair[i, j] is the cell integral of the Coulomb element."""

    def __init__(self, cutoff, cells, stretch):
        edges = (cutoff / radius * np.sinh(stretch * np.linspace(0, 1, cells + 1))
                 / np.sinh(stretch))
        lo, hi = edges[:-1], edges[1:]
        self.weight = (hi**2 - lo**2) / (4 * np.pi)
        self.energy = (hi**2 + lo**2) / (4 * mu)
        self.k = np.sqrt((hi**2 + lo**2) / 2)

        def nodes(order):
            x, w = np.polynomial.legendre.leggauss(order)
            k = lo[:, None] + (hi - lo)[:, None] * (x + 1) / 2
            return k.ravel(), ((hi - lo)[:, None] * w / 2 * k / (2 * np.pi)).ravel()

        (k, wk), (q, wq) = nodes(6), nodes(7)
        total = k[:, None] + q
        kernel = 4 * ellipkm1(((k[:, None] - q) / total)**2) / (permittivity * total)
        pair = (kernel * wk[:, None] * wq).reshape(cells, 6, cells, 7).sum(axis=(1, 3))
        self.pair = (pair + pair.T) / 2

    def smooth_pair(self, potential):
        """Cell integrals of a potential that is finite at zero momentum."""
        theta = (np.arange(160) + 0.5) * np.pi / 160
        a, b = self.k[:, None, None], self.k[None, :, None]
        distance = np.sqrt((a - b)**2 + 4 * a * b * np.sin(theta / 2)**2)
        return (potential(distance).mean(axis=2)
                * self.weight[:, None] * self.weight)

    def levels(self, pair):
        root = np.sqrt(self.weight)
        return np.linalg.eigh(np.diag(self.energy) - pair / np.outer(root, root))

    def exchange(self, pair):
        return pair / self.weight[:, None]


well = Well(20, 80, 3.0)
energies, vectors = well.levels(well.pair)
level_1s = energies[0]
fine_level = (lambda w: w.levels(w.pair)[0][0])(Well(80, 160, 5.0))
# the finite momentum cutoff costs about two per cent on the working grid
assert abs(level_1s / (-4 * rydberg) - 1) < 0.04
assert abs(fine_level / (-4 * rydberg) - 1) < 0.01

fwhm = fwhm_fs / TIME_FS
t_start = -2.5 * fwhm


def pulse(t):
    return np.exp(-2 * np.log(2) * (t / fwhm)**2)


def bare_rabi(field):
    return dipole_nm / BOHR_NM * field / FIELD_MVCM / 2


def at_peak(model, pair, field, detuning, steps=1700, shape=1.0, **options):
    return propagate(model.energy, model.exchange(pair), bare_rabi(field) * shape,
                     detuning, pulse, t_start, 0.0, steps, **options)


bare = bare_rabi(field_mvcm)
state_peak, omega_peak = at_peak(well, well.pair, field_mvcm, level_1s)
state_end, _ = propagate(well.energy, well.exchange(well.pair), bare, level_1s,
                         pulse, 0.0, -t_start, 1700, state=state_peak)
p_end, f_end = state_end[:, 0], state_end[:, 1].real
assert np.max(abs(abs(p_end)**2 - f_end * (1 - f_end))) < 1e-4
density = 2 * np.sum(f_end * well.weight) / (BOHR_NM * 1e-7)**2

# same pulse without Coulomb coupling, tuned to the lowest k cell
free_end, _ = propagate(well.energy, 0 * well.pair, bare, well.energy[0], pulse,
                        t_start, -t_start, 3400)
area = 2 * bare * fwhm * np.sqrt(np.pi / (2 * np.log(2)))
assert abs(free_end[0, 1].real - np.sin(area / 2)**2) < 1e-3

# Coulomb part removed from Omega only: the exciton response must vanish
undressed, _ = propagate(well.energy, well.exchange(well.pair), bare, level_1s,
                         pulse, t_start, -t_start, 3400, dress=0.0)
assert undressed[0, 1].real < 0.1 * f_end[0]

# weak field: time stepping against diagonalization of the Wannier problem
weak_field, strong_field = 5e-5, 1.0
_, omega_weak = at_peak(well, well.pair, weak_field, level_1s)
ratio_weak = omega_weak[0] / bare_rabi(weak_field)
times = np.linspace(t_start, 0.0, 8001)
step_weights = np.full(times.size, times[1] - times[0])
step_weights[[0, -1]] /= 2
response = np.exp(1j * np.outer(energies - level_1s, times)) @ (pulse(times) * step_weights)
root_weight = np.sqrt(well.weight)
p_linear = 1j * (vectors @ (response * (vectors.T @ root_weight))) / root_weight
ratio_linear = 1 + (well.exchange(well.pair) @ p_linear)[0]
assert abs(ratio_weak / ratio_linear - 1) < 3e-3
_, omega_strong = at_peak(well, well.pair, strong_field, level_1s)
ratio_strong = omega_strong[0] / bare_rabi(strong_field)
assert abs(ratio_strong - 1) < 0.5 * abs(ratio_weak - 1)

# ---------- sizes of neglected effects ----------
z = (np.arange(100) + 0.5) / 100
profile = 2 * np.sin(np.pi * z)**2 / 100
width = width_nm / BOHR_NM
x_grid = np.linspace(0, 2.01 * well.k[-1] * width, 400)
form = np.array([profile @ np.exp(-x * abs(z[:, None] - z)) @ profile for x in x_grid])
pair_width = well.pair - well.smooth_pair(
    lambda q: 2 * np.pi / (permittivity * q) * (1 - np.interp(q * width, x_grid, form)))
level_width = well.levels(pair_width)[0][0]
assert level_1s < level_width < 0
_, omega_width = at_peak(well, pair_width, field_mvcm, level_width)

screening = 2 * (m_e + m_h) / permittivity    # degenerate two-dimensional plasma
pair_screened = well.smooth_pair(lambda q: 2 * np.pi / (permittivity * (q + screening)))
level_screened = well.levels(pair_screened)[0][0]
_, omega_screened = at_peak(well, pair_screened, field_mvcm, level_screened)

_, omega_decay = at_peak(well, well.pair, field_mvcm, level_1s, decay=TIME_FS / t2_fs)
falling = 1 / (1 + well.energy * HARTREE / gap_ev)
_, omega_falling = at_peak(well, well.pair, field_mvcm, level_1s, shape=falling)
wide = Well(30, 90, 3.4)
_, omega_wide = at_peak(wide, wide.pair, field_mvcm, wide.levels(wide.pair)[0][0],
                        steps=2600)
assert abs(abs(omega_wide[0] / omega_peak[0]) - 1) < 0.10

splitting = np.pi**2 / (2 * width**2) * (1 / mass_z_light - 1 / mass_z_heavy)
bandwidth = 4 * np.log(2) / fwhm


# ---------- printed numbers ----------
def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Fock-space error, uncorrelated state", error_uncorrelated, "(dimensionless)", 2)
show("Fock-space error, correlated state", error_correlated, "(dimensionless)", 2)
show("ring: row sum W", row_sum, "(dimensionless)")
show("ring: bare Rabi energy", rabi0, "(dimensionless)")
show("ring: time", t_ring, "(dimensionless)")
show("ring: occupation, identical k states", same[0, 1].real)
show("ring: |Omega|, identical k states", abs(omega_same[0]), "(dimensionless)")
show("electron mass", m_e, "m0")
show("in-plane hole mass", m_h, "m0")
show("reduced mass", mu, "m0")
show("relative permittivity", permittivity)
show("band gap", gap_ev, "eV")
show("dipole length d/e", dipole_nm, "nm")
show("peak field", field_mvcm, "MV/cm")
show("pulse intensity FWHM", fwhm_fs, "fs")
show("effective Bohr radius a0", radius * BOHR_NM, "nm")
show("effective Bohr radius a0, converted", radius * BOHR_NM * 10, "angstrom")
show("effective Rydberg", rydberg * HARTREE, "eV")
show("1s level, analytic -4 Ry*", -4 * rydberg * HARTREE, "eV")
show("1s level, working grid (k a0 < 20)", level_1s * HARTREE, "eV")
show("1s level, fine grid (k a0 < 80)", fine_level * HARTREE, "eV")
show("kinetic energy at working cutoff", 400 * rydberg * HARTREE, "eV")
show("bare Rabi energy d E0/2", bare * HARTREE, "eV")
show("bare pulse area", area, "rad")
show("Re Omega at peak, lowest k", omega_peak[0].real * HARTREE, "eV")
show("Im Omega at peak, lowest k", omega_peak[0].imag * HARTREE, "eV")
for target in (0.0, 2.0, 5.0):
    i = int(np.argmin(abs(well.k * radius - target)))
    print(f"|Omega| at peak, k = {well.k[i] / BOHR_NM:.4f} 1/nm: "
          f"{abs(omega_peak[i]) * HARTREE:.3e} eV")
show("|Omega|/bare at peak, lowest k", abs(omega_peak[0]) / bare)
show("instantaneous flopping period pi/|Omega|",
     np.pi / abs(omega_peak[0]) * TIME_FS, "fs")
show("bare flopping period pi/(d E0/2)", np.pi / bare * TIME_FS, "fs")
show("occupation at peak, lowest k", state_peak[0, 1].real)
show("final occupation, lowest k", f_end[0])
show("final occupation, no Coulomb, resonant", free_end[0, 1].real)
show("final occupation, Coulomb dropped from Omega", undressed[0, 1].real, "", 2)
show("final pair density", density, "cm^-2", 3)
show(f"|Omega|/bare at {weak_field:g} MV/cm", abs(ratio_weak))
show("same from diagonalization", abs(ratio_linear))
show(f"|Omega|/bare at {strong_field:g} MV/cm", abs(ratio_strong))
show(f"1s level, well width {width_nm:g} nm", level_width * HARTREE, "eV", 3)
show("|Omega|/bare, finite width", abs(omega_width[0]) / bare, "", 3)
show("lowest level, full static screening", level_screened * HARTREE, "eV", 2)
show("|Omega|/bare, full static screening", abs(omega_screened[0]) / bare, "", 3)
show(f"|Omega|/bare, dephasing time {t2_fs:g} fs", abs(omega_decay[0]) / bare, "", 3)
show("|Omega|/bare, dipole falling with k", abs(omega_falling[0]) / bare, "", 3)
show("|Omega|/bare, cutoff k a0 < 30", abs(omega_wide[0]) / bare, "", 3)
for temperature in (10, 300):
    show(f"thermal energy at {temperature} K",
         k_boltzmann * temperature / e_charge, "eV", 3)
show("heavy-light hole splitting, infinite barriers", splitting * HARTREE, "eV", 2)
show("pulse spectral FWHM", bandwidth * HARTREE, "eV", 3)
show("|Omega| over gap energy", abs(omega_peak[0]) * HARTREE / gap_ev, "", 2)
print("tests ok")
```

Running it gives:

```
Fock-space error, uncorrelated state: 1.1e-16 (dimensionless)
Fock-space error, correlated state: 0.039 (dimensionless)
ring: row sum W: 1.5 (dimensionless)
ring: bare Rabi energy: 0.3 (dimensionless)
ring: time: 4 (dimensionless)
ring: occupation, identical k states: 0.8687
ring: |Omega|, identical k states: 0.5888 (dimensionless)
electron mass: 0.067 m0
in-plane hole mass: 0.11 m0
reduced mass: 0.04164 m0
relative permittivity: 12.9
band gap: 1.5 eV
dipole length d/e: 0.5 nm
peak field: 0.02 MV/cm
pulse intensity FWHM: 200 fs
effective Bohr radius a0: 16.39 nm
effective Bohr radius a0, converted: 163.9 angstrom
effective Rydberg: 0.003404 eV
1s level, analytic -4 Ry*: -0.01362 eV
1s level, working grid (k a0 < 20): -0.01334 eV
1s level, fine grid (k a0 < 80): -0.01358 eV
kinetic energy at working cutoff: 1.362 eV
bare Rabi energy d E0/2: 0.0005 eV
bare pulse area: 0.4574 rad
Re Omega at peak, lowest k: 0.0007393 eV
Im Omega at peak, lowest k: 0.005184 eV
|Omega| at peak, k = 0.0032 1/nm: 5.236e-03 eV
|Omega| at peak, k = 0.1218 1/nm: 3.973e-03 eV
|Omega| at peak, k = 0.2993 1/nm: 2.288e-03 eV
|Omega|/bare at peak, lowest k: 10.47
instantaneous flopping period pi/|Omega|: 394.9 fs
bare flopping period pi/(d E0/2): 4136 fs
occupation at peak, lowest k: 0.151
final occupation, lowest k: 0.383
final occupation, no Coulomb, resonant: 0.0514
final occupation, Coulomb dropped from Omega: 0.00014
final pair density: 7.4e+10 cm^-2
|Omega|/bare at 5e-05 MV/cm: 10.9
same from diagonalization: 10.9
|Omega|/bare at 1 MV/cm: 1.955
1s level, well width 8 nm: -0.00897 eV
|Omega|/bare, finite width: 6.26
lowest level, full static screening: -6.4e-06 eV
|Omega|/bare, full static screening: 1.68
|Omega|/bare, dephasing time 500 fs: 8.75
|Omega|/bare, dipole falling with k: 9.88
|Omega|/bare, cutoff k a0 < 30: 10.9
thermal energy at 10 K: 0.000862 eV
thermal energy at 300 K: 0.0259 eV
heavy-light hole splitting, infinite barriers: 0.048 eV
pulse spectral FWHM: 0.00912 eV
|Omega| over gap energy: 0.0035
tests ok
```
